# Why a direct-gap monolayer can have a dark lowest exciton

A calculation of the optical spectrum of monolayer WSe2 begins with a choice of electron-hole transitions. For absorption at normal incidence it is economical to keep the pairs whose electron and hole states are connected by an in-plane dipole, and to drop the rest. The absorption peak survives this choice. The danger comes afterwards, if the lowest state in the truncated spectrum is taken as the state in which excitons collect. A luminescence estimate built on it puts the population in the wrong place, because the truncation has removed a lower exciton.

## The belief and its appeal

The belief is that a direct gap makes the lowest exciton bright. Its basis is sound as far as it goes. A photon has very little momentum on the scale of the Brillouin zone, so an electron and hole at different band extrema cannot recombine radiatively without help from a phonon or disorder. In a direct-gap layer this obstacle is absent. If each band edge had two equivalent spin states, a spin-conserving transition between the edges would also be available.

In the monolayer, spin-orbit coupling separates the spin states at the corner K of the zone. The top valence state there has one spin. If the lower conduction state has the other, the gap is direct in momentum and spin-forbidden at its edge.

Take the top valence state at K to have spin up, and measure energies from the lower edge of the spin-down conduction band. Define

$$\Delta_c=E_{c\uparrow}(K)-E_{c\downarrow}(K).$$

The bright exciton $b$ pairs the valence hole left by a spin-up electron with a spin-up conduction electron. The dark exciton $d$ has the same hole and a spin-down conduction electron. "Dark" here means without an in-plane electric dipole. Both excitons have zero total momentum. If $\varepsilon_b,\varepsilon_d$ are their binding energies without electron-hole exchange, and $X$ is the exchange energy of the bright state to first order, then

$$E_b-E_d=\Delta_c+(\varepsilon_d-\varepsilon_b)+X. \qquad (1)$$

The sign of this sum decides the question. For WSe2 I take $\Delta_c>0$ as a material fact; it is not derived below.

## A direct gap does not fix the spin order

A one-site model shows how the spin order can go either way. The conduction state at K is mainly a metal $d$ orbital with angular momentum $m=0$. Spin-orbit coupling, with $\mathbf L$ and $\mathbf S$ in units of $\hbar$, is

$$\xi\,\mathbf L\cdot\mathbf S=\xi L_zS_z+\frac{\xi}{2}(L_+S_-+L_-S_+).$$

The first term vanishes in $d_0$. Since $L_\pm|d_0\rangle=\sqrt6\,|d_{\pm1}\rangle$, the second couples $d_0\!\uparrow$ to $d_{+1}\!\downarrow$ and $d_0\!\downarrow$ to $d_{-1}\!\uparrow$, each with matrix element $\sqrt6\,\xi/2$. Its square is $3\xi^2/2$. Second-order perturbation theory therefore gives

$$\Delta_c\simeq\frac{3\xi^2}{2}\left[\frac1{E_0-E_+}-\frac1{E_0-E_-}\right],$$

where $E_\pm$ are the energies of the $d_{\pm1}$ partners, including their own diagonal shift $-\xi/2$. At K the two orbitals need not be degenerate, because time reversal takes K to the other corner, K′.

Let $\xi=0.23$ eV and $E_0=1.9$ eV, with $d_{-1}$ at 3.4 eV and $d_{+1}$ at 5.0 eV before the shift. The closer level pushes $d_0\!\downarrow$ down more strongly. Diagonalization gives $\Delta_c=28.8$ meV; the second-order formula gives about 31 meV. Exchanging the two odd levels gives $-28.8$ meV. If the valence maximum is at K and the conduction minimum there lies below its competitors by more than such shifts, the gap is direct in both cases. These levels are illustrative: in a real layer the chalcogen orbitals also contribute, so the model does not predict the sign for WSe2.

## What "spin-forbidden" means with spin-orbit coupling

Spin is not conserved by $L_\pm S_\mp$, so the selection rule needs a better foundation than pure spin states. The ideal monolayer has a horizontal mirror plane. Reflection $M$ leaves every in-plane wavevector unchanged, so Bloch states can be chosen as its eigenstates. It multiplies an orbital by $(-1)^{l+m}$ and acts on spin as $-i\sigma_z$. The main valence orbital, with $m=2$, and the conduction orbital $d_0$ are both even. Their mirror eigenvalues are thus $-i$ for spin up and $+i$ for spin down.

Spin-orbit coupling respects this label. For example, the $d_{-1}\!\uparrow$ admixture in $d_0\!\downarrow$ has an odd orbital and spin up, giving $(-1)(-i)=+i$, as required. For the in-plane coordinate $x$, $M^{-1}xM=x$. If $M|v\rangle=\lambda_v|v\rangle$ and $M|c\rangle=\lambda_c|c\rangle$, then

$$\langle c|x|v\rangle=\lambda_c^*\lambda_v\langle c|x|v\rangle .$$

For the dark pair $\lambda_c^*\lambda_v=(-i)(-i)=-1$, so the element is zero. The same holds for $y$. The argument uses symmetry alone, and so holds to all orders in spin-orbit coupling. The coordinate $z$ changes sign under reflection, which supplies a second minus sign and permits a $z$ dipole. For extended states the same argument applies to the velocity operator, whose components have these parities.

The state is therefore dark to light at normal incidence, but it need not be dark to light with an out-of-plane field. Time reversal gives the K and K′ pairs $z$ dipoles $p$ and $p'$ of equal magnitude. A superposition $a|K\rangle+a'|K'\rangle$ has the amplitude $ap+a'p'$. One normalized combination makes this zero; the orthogonal one has magnitude $\sqrt2|p|$. The first has no electric dipole in any direction, and the second is called grey here.

At K the threefold axis gives a further protection. Angular momentum is conserved there modulo 3. The valence state carries $2+\frac12$ and the spin-down conduction state $-\frac12$, a change of $-3\equiv0$. In-plane dipoles require a change of $\pm1$, so a uniform vertical electric field, which breaks the mirror but keeps the axis, does not brighten this transition. An in-plane magnetic field breaks both protections. The one-site model confirms the contrast: the forbidden in-plane element stays at rounding level in a vertical field and becomes finite in an in-plane magnetic field.

## Exchange raises the bright state

Consider first one valence orbital $v$ and one conduction orbital $c$, with both valence spins initially filled. Removing $v\!\uparrow$ leaves $v\!\downarrow$. Adding $c\!\uparrow$ makes the bright pair, and adding $c\!\downarrow$ the dark pair. For two electrons in spin-orbitals $a$ and $b$, the antisymmetric state is

$$\Psi(1,2)=\frac{a(1)b(2)-b(1)a(2)}{\sqrt2}.$$

The squared terms give the direct repulsion $J$. The cross terms give $-K$ if the spins are equal and zero if they are opposite, with

$$K=\iint v^*(\mathbf r)c(\mathbf r)\,U(\mathbf r-\mathbf r')\,c^*(\mathbf r')v(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

Thus the bright pair has mean energy $J$ and the dark pair $J-K$. The repulsion also couples the bright pair, with strength $K$, to the pair $v\!\uparrow c\!\downarrow$; if the two valence spins were degenerate the eigenstates would be a singlet at $J+K$ and a triplet at $J-K$. The value $J$ applies when the valence spin splitting is much larger than $K$, as it is in the monolayer. This is not already contained in $\Delta_c$. With a filled valence level, either conduction spin finds one valence electron of its own spin and gains the same exchange. Making the hole removes that partner for $c\!\uparrow$ but leaves it for $c\!\downarrow$.

Write $\rho=v^*c$. In Fourier components, with the normalization absorbed in $U_q$,

$$K=\sum_qU_q|\rho_q|^2\ge0,$$

because the Coulomb repulsion has $U_q>0$. The dark pair is lower because its two electrons have parallel spins and avoid each other.

In the crystal the exciton is a sum of pairs with amplitudes $\phi_{\mathbf k}$, where $\sum_{\mathbf k}|\phi_{\mathbf k}|^2=1$. At zero total momentum the average of $\rho$ vanishes because conduction and valence states are orthogonal. What remains varies within the unit cell. For an exciton much larger than a cell, I replace this short-range exchange by a constant $W/A$ between any two pairs, where $A$ is the layer area. With the envelope $\phi(\mathbf r)=A^{-1/2}\sum_{\mathbf k}\phi_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$,

$$X=\frac WA\sum_{\mathbf k\mathbf k'}\phi_{\mathbf k}^*\phi_{\mathbf k'}
=\frac WA\left|\sum_{\mathbf k}\phi_{\mathbf k}\right|^2=W|\phi(0)|^2 .$$

In this approximation the corresponding term in the dark state is zero. A weak exchange through its $z$ dipole, which separates the grey and dipole-free combinations, is omitted.

## The attraction and the role of mass

The binding energies require the attraction between charges in a thin polarizable sheet. Let the sheet have polarizability $\alpha$ per area and lie at $z=0$ in a medium of dielectric constant $\kappa$. In Gaussian units, a charge $e$ in the sheet has a potential whose in-plane Fourier component obeys

$$\kappa\left(-\frac{d^2}{dz^2}+q^2\right)\varphi(z)=4\pi\left[e-\alpha q^2\varphi(0)\right]\delta(z).$$

The second term on the right is the induced sheet charge. Away from the sheet $\varphi=\varphi_0e^{-q|z|}$. Integrating across $z=0$ gives $2\kappa q\varphi_0=4\pi(e-\alpha q^2\varphi_0)$. Solving for $\varphi_0$ and multiplying by $-e$ gives

$$V(q)=-\frac{2\pi e^2}{q(\kappa+r_0q)},\qquad r_0=2\pi\alpha .$$

The angular part of the inverse transform produces a Bessel function:

$$V(r)=-e^2\int_0^\infty\frac{J_0(qr)}{\kappa+r_0q}\,dq=-\frac{e^2}{r_0}F(s),\quad
F(s)=\int_0^\infty\frac{J_0(x)}{x+s}\,dx,$$

with $x=qr$ and $s=\kappa r/r_0$. Using $1/(x+s)=\int_0^\infty e^{-t(x+s)}dt$ and $\int_0^\infty J_0(x)e^{-tx}dx=(1+t^2)^{-1/2}$, we have $F=\int_0^\infty e^{-st}(1+t^2)^{-1/2}dt$. Differentiation under the integral and one integration by parts give

$$F''+\frac{F'}s+F=\frac1s .$$

The Struve function satisfies this equation with $2/(\pi s)$ on the right, so $F$ is $\pi/2$ times it plus a solution of Bessel's equation. The decay $F\to1/s$ at large $s$ selects

$$V(r)=-\frac{\pi e^2}{2r_0}\left[\mathbf H_0\!\left(\frac{\kappa r}{r_0}\right)-Y_0\!\left(\frac{\kappa r}{r_0}\right)\right].$$

This is the Rytova-Keldysh potential. Far away it becomes $-e^2/(\kappa r)$; close in it varies logarithmically.

For parabolic bands the relative motion obeys

$$\left[-\frac{\hbar^2}{2\mu}\nabla^2+V(r)\right]\phi=-\varepsilon\phi,\qquad
\frac1\mu=\frac1{m_h}+\frac1{m_e}.$$

The same $V$ is used for both excitons. Differentiate the energy $E=-\varepsilon$ with respect to $\mu$. The changes in $\phi$ contribute $E\,d\langle\phi|\phi\rangle/d\mu=0$, because the norm is fixed. The explicit dependence lies in the kinetic energy $T\propto1/\mu$, so

$$\frac{dE}{d\mu}=-\frac{\langle T\rangle}{\mu},\qquad
\frac{d\varepsilon}{d\ln\mu}=\langle T\rangle>0. \qquad (2)$$

A heavier conduction electron binds more strongly in the same potential. If the spin-down band is the heavier one, $\varepsilon_d-\varepsilon_b$ is positive.

## The number for a WSe2-like layer

Take rough, rounded values for WSe2 enclosed in hexagonal boron nitride: $m_h=0.36$, spin-up electron mass 0.29 and spin-down electron mass 0.40, in free-electron masses; $r_0=4.5$ nm, $\kappa=4.5$ and $\Delta_c=15$ meV. The exchange constant $W=0.030$ eV nm² is a model choice. The reduced masses are

$$\mu_b=\frac{0.36\times0.29}{0.65}=0.161,\qquad
\mu_d=\frac{0.36\times0.40}{0.76}=0.189 .$$

Numerical solution of the radial equation gives $\varepsilon_b=144.4$ meV and $\varepsilon_d=157.1$ meV, a difference of 12.8 meV. Equation (2) explains its size: the kinetic energies are 75.3 and 79.2 meV, with mean 77.3 meV, and $\ln(\mu_d/\mu_b)=0.165$. Their product is 12.8 meV.

The bright contact density is 0.151 nm⁻², so $X=0.030\times0.151$ eV nm² nm⁻² $=4.5$ meV. Equation (1) becomes

$$E_b-E_d=15.0+12.8+4.5=32.3\ \text{meV}.$$

The dark exciton is lower by about 32 meV (0.032 eV). Less than half of this is the conduction splitting. An estimate that stopped at $\Delta_c$ would have the correct sign here and slightly less than half the size.

Equation (1) treats exchange to first order. A single Hamiltonian containing the bright exciton, the dark exciton and the bright exciton of the lower valence band, 0.45 eV away, gives 31.8 meV. The difference of 0.5 meV combines higher-order exchange, mixing between the two bright series and a zone-size cutoff on the contact term; these parts were not separated.

## When the lowest state is bright

Setting (1) to zero gives the threshold

$$\Delta_c^*=-(\varepsilon_d-\varepsilon_b+X)=-17.3\ \text{meV}.$$

With the masses and interactions held fixed, equation (1) puts the dark exciton below the bright one for $-17.3<\Delta_c<0$ meV, even though the like-spin conduction band is then the lower one. A lower like-spin band therefore does not by itself make the lowest exciton bright: binding and exchange must be added. At $\Delta_c=-40$ meV the coupled Hamiltonian gives $E_b-E_d=-23.2$ meV, and the bright exciton is lower. A real material with reversed spin order would also have its own masses, so these are changes within the model, not predictions for another compound.

The surroundings matter too. For a suspended layer, with $\kappa=1$ and all other parameters fixed, the binding energies rise to 464 meV and 485 meV. The splitting from (1) becomes 44 meV. The weaker screening enlarges both the binding difference and the contact density.

## Consequences for light emission

Assume thermal equilibrium at low density, keep only the lowest exciton of each kind, and give each of these two branches parabolic centre-of-mass motion with mass $M=m_h+m_e$. This neglects the long-range exchange, which at nonzero momentum raises one of the two valley combinations of the bright exciton; the bright fractions below are therefore overestimates in this respect. Apart from a factor set by the total number of excitons and common to all branches, the population of a branch is

$$N=A\int\frac{d^2Q}{(2\pi)^2}\,e^{-(E+\hbar^2Q^2/2M)/k_BT}
=\frac{AMk_BT}{2\pi\hbar^2}e^{-E/k_BT}.$$

The common factors cancel, and the valley degeneracy is the same for both branches. The bright fraction is

$$f=\frac{M_be^{-(E_b-E_d)/k_BT}}{M_be^{-(E_b-E_d)/k_BT}+M_d},$$

with $M_b=0.65$ and $M_d=0.76$. With the 31.8 meV splitting, $f$ is 0.007 at 77 K, 0.07 at 150 K and 0.20 at 300 K. Warming fills the bright branch. This is not yet a luminescence yield, which also depends on nonradiative loss, on how much of the bright population has a momentum small enough to emit, and on whether equilibrium is reached.

An in-plane magnetic field $\mathcal B$ offers another route. For an electron $g$ factor of 2, the spin-flip matrix element is $g\mu_B\mathcal B/2=\mu_B\mathcal B$, or 0.579 meV at 10 T. First-order mixing puts a bright weight

$$\left(\frac{\mu_B\mathcal B}{E_b-E_d}\right)^2=\left(\frac{0.579}{31.8}\right)^2\approx3.3\times10^{-4}$$

into the dark exciton. This small weight dominates the in-plane-dipole emission only at low temperature. In this model the thermal ratio of bright to dark population is still 0.007 at 77 K and falls below the field-induced weight at about 47 K. The estimate takes the two envelopes as equal and neglects flipping the hole spin. That flip costs the much larger valence splitting, but its emission amplitude subtracts from the first one when both bands have the same $g$ factor, since a common rotation of both spins cannot brighten the state. With equal dipoles the emission is multiplied by $(1-31.8/450)^2\approx0.86$, a reduction of about 14%.

## How far the number can be trusted

The bright-dark splitting measured in real WSe2 is roughly 40 meV, so the model has the right sign and scale but is somewhat low. The inputs $\Delta_c$, $W$ and the electron masses are all insecure. By equation (2), a 10% change in the spin-up electron mass alone moves $\varepsilon_b$ by about 4 meV, and equal electron masses would remove the binding difference altogether. Band calculations can give a conduction splitting of roughly 40 meV; using that value with everything else fixed would raise the sum to about 57 meV. Doubling $W$ would add 4.5 meV at first order. Replacing the parabolic kinetic energy by a massive-Dirac form with a gap of 1.9 eV raises the splitting by about 2 meV. Frequency-dependent screening and coupling to phonons are left out, and no size is claimed for them.

The real layer also breaks the restriction to zero momentum. A hole at K can pair with an electron at K′, and other conduction valleys may compete. Such excitons can lie near or below the spin-forbidden one, so the result does not identify the lowest exciton of every kind. If the K-K′ pairs are taken as degenerate with their intravalley counterparts, they double the number of states and halve the bright fraction at 300 K to 0.10.

For the calculation at the start, the choice of transitions should follow the quantity wanted. Like-spin pairs can suffice for the main normal-incidence absorption peak. A claim about the lowest exciton or its thermal population needs the opposite-spin pairs as well, and the momentum-indirect ones where they compete. The numerical output below gives the full set of values.

## Table of computed values

```
Site model (illustrative, not a WSe2 calculation)
spin-orbit strength 0.23 eV; odd levels 3.4, 5.0 eV
like minus opposite spin energy, d-1 lower: 28.8 meV
same, odd levels exchanged: -28.8 meV
bright in-plane dipole: 0.0427 (relative units)
dark in-plane dipole: 2.8e-17 (relative units)
dark z dipole at K, K': 0.0143, 0.0143 (relative)
dark in-plane dipole, vertical field: 3.4e-17 (relative)
dark in-plane dipole, in-plane magnetic: 2.7e-03 (relative)
Example inputs (rough, rounded)
masses hole, like, opposite: 0.36, 0.29, 0.40 m_e
screening length r0: 4.5 nm; surroundings kappa: 4.5
conduction splitting delta_c: 15.0 meV
valence splitting: 0.45 eV; gap: 1.9 eV
contact exchange W: 0.030 eV nm^2; lattice: 0.33 nm
Exciton results
reduced masses bright, dark: 0.1606, 0.1895 m_e
binding without exchange, bright: 144.36 meV
binding, dark: 157.13 meV
binding difference: 12.77 meV
kinetic energy bright, dark: 75.3, 79.2 meV
rms radius bright, dark: 1.95, 1.74 nm
bright contact density: 0.1514 nm^-2
first-order exchange X: 4.54 meV
splitting from sum: 32.31 meV
splitting from coupled Hamiltonian: 31.77 meV
threshold delta_c: -17.31 meV
splitting at delta_c -40 meV: -23.22 meV
bright fraction at 77 K: 7.069e-03; kT = 6.64 meV
bright fraction at 150 K: 6.821e-02; kT = 12.93 meV
bright fraction at 300 K: 2.001e-01; kT = 25.85 meV
electron spin-flip coupling at 10 T: 0.579 meV
bright admixture at 10 T: 3.278e-04
Neglected effects and surroundings
higher exchange, A-B mixing, cutoff: -0.54 meV
nonparabolic change of splitting: 1.98 meV
300 K fraction with indirect pairs: 1.001e-01
suspended binding bright, dark: 463.6, 485.3 meV
suspended splitting: 44.04 meV
```
